# The united-atom expansion of the H2+ ground-state energy: a program that tests the result

```python
"""
United-atom expansion of the H2+ ground-state electronic energy (no 1/R):
    E(R) = -2 + (8/3) R^2 - (16/3) R^3 + O(R^4)      [hartree, R in bohr]
Protons sit at +a and -a on the z axis, a = R/2; ra, rb are distances to them.
V = 2/r - 1/ra - 1/rb is the change of potential when the He+ nucleus splits.
Phi = exp(-(ra+rb)) obeys H Phi = (-2 + W) Phi, W = 1 - cos(angle at electron).
w = mean of W in Phi^2; K = mean of |grad f|^2, where f solves
div(Phi^2 grad f) = (W - w) Phi^2.  xi, eta are prolate spheroidal coordinates.
"""
import numpy as np
import sympy as sp
from scipy.integrate import quad
from scipy.linalg import eigh, solve_banded
from scipy.optimize import brentq
from scipy.constants import physical_constants
from pyscf import gto

HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def mean_w(R):
    return (8 / 3) * R**2 / (1 + 2 * R + (4 / 3) * R**2)


def cubic(R):
    return -2 + (8 / 3) * R**2 - (16 / 3) * R**3


def first_order(R):
    a = R / 2
    return 4 - 2 * (1 / a - np.exp(-4 * a) * (1 / a + 2))


# ---------- exact energy from the separated spheroidal equations ----------
def angular_constant(p):
    """Largest A with ((1-eta^2)Y')' + p^2 eta^2 Y = A Y (Legendre basis)."""
    l = np.arange(12)
    off = (l[:-1] + 1) / np.sqrt((2 * l[:-1] + 1) * (2 * l[:-1] + 3))
    eta = np.diag(off, 1) + np.diag(off, -1)
    return np.linalg.eigvalsh(p**2 * eta @ eta - np.diag(l * (l + 1.0)))[-1]


def radial_mismatch(shift, R):
    """Zero when E = -2 + shift is an eigenvalue.  The radial function is
    (xi+1)^sigma exp(-p xi) times a power series in (xi-1)/(xi+1)."""
    p = R * np.sqrt(1 - shift / 2)
    sigma = R / p - 1
    const = 2 * p * sigma - p**2 + angular_constant(p) + sigma
    n_max = int(60 / p) + 50
    ratio = 1 - 2 * np.sqrt(p / n_max)
    for n in range(n_max, 0, -1):
        beta = 2 * n * n + (4 * p - 2 * sigma) * n - const
        ratio = (n - 1 - sigma)**2 / (beta - (n + 1)**2 * ratio)
    return -const - ratio


def exact_energy(R):
    shift = brentq(radial_mismatch, 0.0, 1.05 * mean_w(R), args=(R,),
                   xtol=1e-15, rtol=1e-13)
    return -2 + shift


# ---------- second order in V for He+, partial wave by partial wave ----------
def second_order(R, l_max=30, h=0.005):
    a = R / 2
    e1 = first_order(R)

    def density(r):
        return 32 * r**2 * np.exp(-4 * r)

    def inner(r):
        flux = 2 * quad(lambda t: (2 / t - 2 / a - e1) * density(t), 0, r)[0]
        return flux**2 / density(r)

    def outer(r):
        return 4 * e1**2 * (1 + 4*r + 8*r*r)**2 * np.exp(-4*r) / (32*r*r)

    total = -0.5 * (quad(inner, 0, a)[0] + quad(outer, a, 20 * a)[0]
                    + quad(outer, 20 * a, 1 + 20 * a)[0]
                    + quad(outer, 1 + 20 * a, 15)[0])
    steps = np.arange(-1800, int(np.log(12 / a) / h))
    r = a * np.exp(h * steps)              # logarithmic mesh, node at proton
    orbital = np.sqrt(32) * r * np.exp(-2 * r)
    for l in range(2, l_max + 1, 2):
        v_l = -2 * np.minimum(r, a)**l / np.maximum(r, a)**(l + 1)
        source = r**1.5 * v_l * orbital
        band = np.full((3, r.size), -0.5 / h**2)
        band[1] = 1 / h**2 + 0.5 * (l + 0.5)**2 + 2 * r**2 - 2 * r
        response = solve_banded((1, 1), band, -source)
        total += h * np.dot(source, response) / (2 * l + 1)
    return total


# ---------- quadrature over all space ----------
def space_integral(function, R, n=160):
    """Integrate function(r, ra, rb), symmetric under exchange of protons."""
    a = R / 2
    x, wx = np.polynomial.legendre.leggauss(n)
    x, wx = (x + 1) / 2, wx / 2
    radii = np.concatenate([a * x, a + 2 * a * x, 3 * a / x])
    weights = np.concatenate([a * wx, 2 * a * wx, 3 * a * wx / x**2])
    r, t = radii[:, None], x[None, :]      # cos(theta) = 1 - t^2
    ra = np.sqrt((r - a)**2 + 2 * r * a * t**2)
    rb = np.sqrt((r + a)**2 - 2 * r * a * t**2)
    values = function(r, ra, rb) * r**2 * 2 * t
    return 4 * np.pi * weights @ values @ wx


def gradient_mean(R):
    """K by quadrature over xi; the eta integral is elementary."""
    w = mean_w(R)

    def integrand(s):
        xi = 1 + s / (2 * R)
        slope = w / 8 * (R + 1 / (xi + 1))
        return np.exp(-s) * (xi**2 - 1) * slope**2

    part = quad(integrand, 0, 1)[0] + quad(integrand, 1, 60)[0]
    eta_part = (R**2 * (2 - w) / 12)**2 * 4 / 15
    return 3 * w / (2 * R**2) * (2 * part + eta_part)


def gradient_bound(R):
    return R**4 * (304 / 135 + 8 * R / 3 + 8 * R**2 / 9)


def lower_bound(R):
    w = mean_w(R)
    gap = 1.5 - 2 * w
    assert w < gap
    deficit = 2 * gradient_bound(R) * (1 + w / gap) / (1 - w / gap)**2
    return -2 + w - deficit


# ---------- test: exact solver against a Gaussian-basis diagonalization ------
mol = gto.M(atom="H 0 0 0; H 0 0 1", unit="Bohr", basis="cc-pv5z",
            charge=1, spin=1, verbose=0)
core = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
levels = eigh(core, mol.intor("int1e_ovlp"), eigvals_only=True)
exact_one = exact_energy(1.0)
assert -1e-8 < levels[0] - exact_one < 2e-3
assert levels[0] + levels[1] > -2.5

# ---------- test: first order and its series ----------
for R in (0.1, 0.7):
    a = R / 2
    direct = quad(lambda r: 2 * (1/r - 1/a) * 32 * r*r * np.exp(-4*r), 0, a)[0]
    assert abs(direct - first_order(R)) < 1e-10
Rs = sp.symbols("R", positive=True)
e1_symbolic = 4 - 2 * (2 / Rs - sp.exp(-2 * Rs) * (2 / Rs + 2))
e1_series = sp.expand(sp.series(e1_symbolic, Rs, 0, 4).removeO())
e1_c2, e1_c3 = e1_series.coeff(Rs, 2), e1_series.coeff(Rs, 3)
assert sp.simplify(e1_series - sp.Rational(8, 3) * (Rs**2 - Rs**3)) == 0

# ---------- test: near-nucleus integral of V times (2r - ra - rb) ----------
R_test = 0.4
near_integral = space_integral(
    lambda r, ra, rb: (2/r - 1/ra - 1/rb) * (2*r - ra - rb), R_test)
near_scaled = near_integral / R_test**3
assert abs(near_scaled + np.pi / 3) < 1e-3

# ---------- test: cubic coefficient of the true second-order energy ----------
small, double = 0.005, 0.01
c_small = second_order(small) / small**3
c_double = second_order(double) / double**3
second_cubic = 2 * c_small - c_double
assert abs(second_cubic + 8 / 3) < 0.01

# ---------- test: local energy of Phi by finite differences ----------
def phi(point, a):
    shift = np.array([0, 0, a])
    return np.exp(-np.linalg.norm(point - shift)
                  - np.linalg.norm(point + shift))


for point in (np.array([0.3, 0.2, 0.5]), np.array([-0.6, 0.1, 0.1])):
    a, step = 0.35, 1e-3
    lap = sum(phi(point + step * e, a) + phi(point - step * e, a)
              - 2 * phi(point, a) for e in np.eye(3)) / step**2
    va, vb = point - [0, 0, a], point + [0, 0, a]
    da, db = np.linalg.norm(va), np.linalg.norm(vb)
    local = -0.5 * lap / phi(point, a) - 1 / da - 1 / db
    assert abs(local - (-2 + 1 - va @ vb / (da * db))) < 1e-4

# ---------- test: mean of W by quadrature over space ----------
a = R_test / 2
top = space_integral(lambda r, ra, rb: np.exp(-2 * (ra + rb))
                     * (1 - (r*r - a*a) / (ra * rb)), R_test)
norm = space_integral(lambda r, ra, rb: np.exp(-2 * (ra + rb)), R_test)
w_quadrature = top / norm
assert abs(w_quadrature / mean_w(R_test) - 1) < 1e-3
w_sym = sp.Rational(8, 3) * Rs**2 / (1 + 2 * Rs + sp.Rational(4, 3) * Rs**2)
w_series = sp.expand(sp.series(w_sym, Rs, 0, 4).removeO())
w_c2, w_c3 = w_series.coeff(Rs, 2), w_series.coeff(Rs, 3)
assert w_c2 == sp.Rational(8, 3) and w_c3 == -sp.Rational(16, 3)

# ---------- test: f solves its differential equation ----------
xi, eta = sp.symbols("xi eta")
slope_xi = w_sym / 8 * (Rs + 1 / (xi + 1))
slope_eta = Rs**2 * (2 - w_sym) * eta / 12
flux_xi = (xi**2 - 1) * slope_xi
left = (sp.diff(flux_xi, xi) - 2 * Rs * flux_xi
        + sp.diff((1 - eta**2) * slope_eta, eta))
right = Rs**2 / 4 * (2 * (1 - eta**2) - w_sym * (xi**2 - eta**2))
assert sp.simplify(left - right) == 0

# ---------- test: rigorous bounds, and K as the leading deficit ----------
distances = (0.05, 0.1, 0.2, 0.4)
exact = {R: exact_energy(R) for R in distances}
for R in distances:
    assert gradient_mean(R) <= gradient_bound(R)
    assert lower_bound(R) < exact[R] < -2 + mean_w(R)
    assert exact[R] < -2 + first_order(R)
deficit = -2 + mean_w(0.05) - exact[0.05]
assert abs(deficit / (2 * gradient_mean(0.05)) - 1) < 0.05

# ---------- test: both coefficients from the exact energy ----------
quadratic_exact = (exact_energy(small) + 2) / small**2
q_double = (exact_energy(double) + 2) / double**2
quadratic_limit = 2 * quadratic_exact - q_double
assert abs(quadratic_limit - 8 / 3) < 1e-3
k_small = (exact_energy(small) + 2 - 8 / 3 * small**2) / small**3
k_double = (exact_energy(double) + 2 - 8 / 3 * double**2) / double**3
cubic_limit = 2 * k_small - k_double
assert abs(cubic_limit + 16 / 3) < 0.01

# ---------- printed numbers ----------
print("Check of the exact solver at R = 1 bohr")
print(f"  spheroidal energy           {exact_one:.6f} hartree")
print(f"  cc-pV5Z diagonalization     {levels[0]:.6f} hartree")
print("Coefficients (R^2: hartree/bohr^2, R^3: hartree/bohr^3)")
print(f"  first order, R^2 and R^3    {e1_c2}, {e1_c3}")
print(f"  mean of W, R^2 and R^3      {w_c2}, {w_c3}")
print(f"  second order, R^3, numeric  {second_cubic:.4f}")
print(f"  exact energy, R^2, numeric  {quadratic_limit:.5f}")
print(f"  exact energy, R^3, numeric  {cubic_limit:.4f}")
print(f"  extrapolated from R =       {small}, {double} bohr")
print(f"Integral V(2r-ra-rb) / R^3    {near_scaled:.5f} (dimensionless)")
print(f"  minus pi/3                  {-np.pi / 3:.5f} (dimensionless)")
print(f"Mean W at R = {R_test} bohr")
print(f"  by quadrature               {w_quadrature:.6f} hartree")
print(f"  by formula                  {mean_w(R_test):.6f} hartree")
R = 0.1
e1, e2 = first_order(R), second_order(R)
print(f"Worked example, R = {R} bohr")
print(f"  quadratic term              {8 / 3 * R**2:.6f} hartree")
print(f"  cubic term                  {-16 / 3 * R**3:.6f} hartree")
print(f"  first-order shift           {e1:.6f} hartree")
print(f"  second-order shift          {e2:.6f} hartree")
print(f"  -2 + first order            {-2 + e1:.6f} hartree")
print(f"  -2 + first + second order   {-2 + e1 + e2:.6f} hartree")
print(f"  cubic polynomial            {cubic(R):.6f} hartree")
print(f"  exact energy                {exact[R]:.6f} hartree")
print(f"  mean W                      {mean_w(R):.6f} hartree")
print(f"  gap bound g                 {1.5 - 2 * mean_w(R):.6f} hartree")
print(f"  K by quadrature             {gradient_mean(R):.4e} hartree")
print(f"  closed bound on K           {gradient_bound(R):.4e} hartree")
print(f"  rigorous lower bound        {lower_bound(R):.6f} hartree")
print(f"  rigorous upper bound        {-2 + mean_w(R):.6f} hartree")
print(f"  cubic polynomial            {cubic(R) * HARTREE_EV:.4f} eV")
print(f"  exact energy                {exact[R] * HARTREE_EV:.4f} eV")
print("Table: R (bohr); exact, cubic, upper bound (hartree);")
print("       (exact - cubic)/R^4 (hartree/bohr^4)")
for R in distances:
    rest = (exact[R] - cubic(R)) / R**4
    print(f"  {R:.2f}  {exact[R]:.6f}  {cubic(R):.6f}"
          f"  {-2 + mean_w(R):.6f}  {rest:.3f}")
print("no test failed")
```

Running it gives:

```
Check of the exact solver at R = 1 bohr
  spheroidal energy           -1.451786 hartree
  cc-pV5Z diagonalization     -1.451760 hartree
Coefficients (R^2: hartree/bohr^2, R^3: hartree/bohr^3)
  first order, R^2 and R^3    8/3, -8/3
  mean of W, R^2 and R^3      8/3, -16/3
  second order, R^3, numeric  -2.6676
  exact energy, R^2, numeric  2.66651
  exact energy, R^3, numeric  -5.3349
  extrapolated from R =       0.005, 0.01 bohr
Integral V(2r-ra-rb) / R^3    -1.04720 (dimensionless)
  minus pi/3                  -1.04720 (dimensionless)
Mean W at R = 0.4 bohr
  by quadrature               0.211921 hartree
  by formula                  0.211921 hartree
Worked example, R = 0.1 bohr
  quadratic term              0.026667 hartree
  cubic term                  -0.005333 hartree
  first-order shift           0.024153 hartree
  second-order shift          -0.002578 hartree
  -2 + first order            -1.975847 hartree
  -2 + first + second order   -1.978425 hartree
  cubic polynomial            -1.978667 hartree
  exact energy                -1.978242 hartree
  mean W                      0.021978 hartree
  gap bound g                 1.456044 hartree
  K by quadrature             1.1092e-04 hartree
  closed bound on K           2.5274e-04 hartree
  rigorous lower bound        -1.978551 hartree
  rigorous upper bound        -1.978022 hartree
  cubic polynomial            -53.8423 eV
  exact energy                -53.8307 eV
Table: R (bohr); exact, cubic, upper bound (hartree);
       (exact - cubic)/R^4 (hartree/bohr^4)
  0.05  -1.993977  -1.994000  -1.993958  3.743
  0.10  -1.978242  -1.978667  -1.978022  4.246
  0.20  -1.928620  -1.936000  -1.926606  4.612
  0.40  -1.800754  -1.914667  -1.788079  4.450
no test failed
```
